# Ground-state stacking of Ising-layer hafnia polytypes and its limits, part 1

(Sections cited here and not found follow in the second part.)

## 1. The layer model, the proof and the faults

### Definitions and conventions

A stack is a sequence of polar layers numbered by $i$ along the stacking direction. Layer $i$ carries $s_i=+1$ (up, U) or $s_i=-1$ (down, D). The words give the direction of the layer's polarization, which lies in the plane of the layer. The energy is

$$E=-J_1\sum_i s_is_{i+1}-J_2\sum_i s_is_{i+2}. \tag{1}$$

All energies are per lateral cell, which is the smallest repeating area within a layer. A layer with $M$ lateral cells that all point the same way contributes $M$ times as much. With the minus signs in (1), a positive coupling favours parallel layers and a negative coupling favours opposite layers.

On a ring of $N$ layers both sums run over $i=1,\dots,N$, with indices taken modulo $N$. For $N\ge5$ each pair is then counted once. For a shorter pattern, the same sums give the energy of one period of an infinite periodic stack. A pattern such as UUD always stands for its endless repetition.

Three assumptions enter here. The directions $s_i$ fix the rest of the structure, so that every pattern has one relaxed energy. That energy contains pair terms up to the second neighbour and nothing further. All layers are equivalent. An additive constant $E_0$ per layer, common to all patterns, is omitted because it does not affect their order.

The statement to be shown is this. If

$$J_2<-\tfrac12|J_1|, \tag{2}$$

the lowest energy per layer of an infinite stack is $J_2$, and the fault-free stacks that reach it are the four translates of UUDD. The same holds on a ring whose length is a multiple of 4. The inequality is strict, and the restriction on the ring length is needed.

### Bond variables

The two couplings compete. If $J_1>0$, first neighbours want to be parallel, which makes second neighbours parallel too, against a negative $J_2$. If $J_1<0$, first neighbours want to be opposite, and this again makes second neighbours parallel. The competition becomes simple in terms of the bonds

$$t_i=s_is_{i+1}. \tag{3}$$

A bond is $+1$ between parallel layers and $-1$ between opposite layers. Because $s_{i+1}^2=1$,

$$t_it_{i+1}=s_is_{i+1}\,s_{i+1}s_{i+2}=s_is_{i+2}.$$

The energy (1) therefore becomes

$$E=-J_1\sum_i t_i-J_2\sum_i t_it_{i+1}. \tag{4}$$

This is an Ising chain of bonds with first-neighbour coupling $J_2$ in a uniform field $J_1$. A negative $J_2$ wants the bonds to alternate in sign, while $J_1$ wants them all to have its own sign.

The bonds fix the layers up to one global reversal, since $s_{i+1}=t_is_i$ builds the stack once $s_1$ is chosen. On a ring they also obey a closure condition. In the product of all bonds every $s_i$ occurs twice, so

$$\prod_{i=1}^N t_i=\prod_{i=1}^N s_i^2=1. \tag{5}$$

The number of negative bonds on a ring is therefore even.

### The lower bound

Every bond on the ring belongs to two neighbouring bond pairs, $(t_{i-1},t_i)$ and $(t_i,t_{i+1})$. Giving half of its first-neighbour energy to each pair changes nothing in the total:

$$E=\sum_{i=1}^N e(t_i,t_{i+1}),\qquad e(t,t')=-\frac{J_1}{2}(t+t')-J_2tt'. \tag{6}$$

The pair energy takes three values:

$$e(+,+)=-J_1-J_2,\qquad e(-,-)=J_1-J_2,\qquad e(+,-)=e(-,+)=J_2. \tag{7}$$

Measured from $J_2$, the two aligned pairs cost

$$w_+=e(+,+)-J_2=-J_1-2J_2,\qquad w_-=e(-,-)-J_2=J_1-2J_2. \tag{8}$$

Let $n_{++}$ and $n_{--}$ be the numbers of aligned pairs of each kind. Then, for any couplings,

$$E=NJ_2+n_{++}w_++n_{--}w_-. \tag{9}$$

Both costs are positive exactly when $-2J_2>J_1$ and $-2J_2>-J_1$. Together these conditions say $-2J_2>|J_1|$, which is condition (2). Under that condition no term after $NJ_2$ in (9) is negative, so $E\ge NJ_2$. Equality requires $n_{++}=n_{--}=0$, which means that the bonds alternate.

It remains to read off the layers. Take $t_1=+1$, $t_2=-1$, $t_3=+1$, $t_4=-1$ and $s_1=+1$. Then

$$s_2=+1,\qquad s_3=-1,\qquad s_4=-1,\qquad s_5=+1=s_1.$$

The pattern is UUDD and it repeats after four layers. The first bond can have either sign and the first layer can have either sign, which gives four stacks. They are the four translates of one pattern.

In UUDD every pair of second neighbours is opposite, so the second-neighbour term contributes its full gain, $J_2$ per layer. Half of the first-neighbour pairs are parallel and half are opposite, so $J_1$ cancels on average. This is why the ground-state energy does not contain $J_1$, although the region of stability does.

### Closure and the infinite stack

On a ring, alternating bonds need an even $N$, and then $N/2$ of them are negative. Closure (5) requires $N/2$ to be even. The bound $NJ_2$ is therefore reached if and only if $N$ is a multiple of 4.

An infinite stack has no closure condition, but its total energy is infinite, so a finite section must be used. A section of $N$ layers has $N-1$ bonds and $N-2$ bond pairs. The first and last bonds belong to one pair each, and so

$$\sum_{i=1}^{N-2}\frac{t_i+t_{i+1}}2=\sum_{i=1}^{N-1}t_i-\frac{t_1+t_{N-1}}2.$$

Solving for the sum of all bonds and inserting it in (4) gives

$$E=(N-2)J_2+n_{++}w_++n_{--}w_--\frac{J_1}{2}(t_1+t_{N-1}). \tag{10}$$

The last term is at least $-|J_1|$. Hence $E/N\ge J_2-(2J_2+|J_1|)/N$, and the correction vanishes as $N$ grows. The energy per layer of an infinite stack cannot lie below $J_2$, and UUDD attains it.

An infinite stack with a few isolated aligned pairs has the same energy per layer, because a finite cost is divided by an infinite number of layers. For this reason the uniqueness statement refers to fault-free stacks. An aligned pair is called a fault from here on. The fault $(+,+)$ is a run of three parallel layers. The fault $(-,-)$ is a single layer between two opposite ones, as in UDU. On the two sides of an isolated fault the stack belongs to different translates of UUDD. Reversing a finite number of layers cannot remove the mismatch, since a fault-free stack is one translate throughout.

### The other side of the threshold

If $J_2>-|J_1|/2$, the lower of the two aligned pair energies in (7) is $-|J_1|-J_2$. It lies below $J_2$, because

$$-|J_1|-J_2<J_2\quad\Longleftrightarrow\quad J_2>-\tfrac12|J_1|.$$

The bound $E\ge N(-|J_1|-J_2)$ then follows from (6). For $J_1>0$ it is reached with all bonds positive, which is the uniform stack U. For $J_1<0$ it is reached with all bonds negative, which is the alternating stack UD and needs an even ring. For $J_1=0$ and $J_2>0$ the two are degenerate. Condition (2) is therefore necessary as well as sufficient, apart from the equality treated below.

Both sides were tested by listing all stacks on rings of 12 and 16 layers. The couplings were drawn at random between $-1$ and $1$ in arbitrary units, leaving out a strip of half-width 0.01 in $J_2$ around the threshold. In all 53 draws inside region (2), the minimum was $NJ_2$ and the ground states were the four translates of UUDD. In all 107 draws outside it, the minimum was $-N(|J_1|+J_2)$ and UUDD was not among the ground states.

### Couplings from computed total energies

Let $E_X$ be the energy per layer and lateral cell of pattern $X$, with the constant $E_0$ restored. Equation (1) gives

$$E_{\rm U}=E_0-J_1-J_2,\qquad E_{\rm UD}=E_0+J_1-J_2,\qquad E_{\rm UUDD}=E_0+J_2.$$

Subtracting the first from the second isolates $J_1$. Twice the third minus the other two isolates $J_2$:

$$J_1=\frac{E_{\rm UD}-E_{\rm U}}2,\qquad J_2=\frac{2E_{\rm UUDD}-E_{\rm U}-E_{\rm UD}}4. \tag{11}$$

The constant is $E_0=(E_{\rm U}+E_{\rm UD}+2E_{\rm UUDD})/4$.

With couplings obtained in this way, condition (2) says no more than that $E_{\rm UUDD}$ is the lowest of the three inputs. The content of the theorem is that no other stacking, of whatever period, lies lower. That conclusion rests on the form of (1), which three energies cannot check. A fourth one can contradict it, but agreement does not prove it, because the effects of omitted terms can cancel in a single pattern. In UUD one first-neighbour pair in three is parallel and two are opposite, so the mean product is $-1/3$. The period is 3, so the second neighbour on one side is equivalent to the first neighbour on the other, and its mean product is also $-1/3$. The model predicts

$$E_{\rm UUD}=E_0+\frac{J_1+J_2}{3}. \tag{12}$$

This lies above $E_{\rm UUDD}$ by $(J_1-2J_2)/3=w_-/3$. A computed energy that departs from (12) by an amount comparable with $w_-/3$ or $w_+/3$ shows that the model is too short-ranged for the purpose.

### The lowest excitation of a ring

From here on $w$ denotes the cheaper fault cost in region (2), where $J_2=-|J_2|$:

$$w=\min(w_+,w_-)=2|J_2|-|J_1|. \tag{13}$$

The cheap fault is $(+,+)$ for $J_1>0$ and $(-,-)$ for $J_1<0$.

Closure restricts which faults can occur together. Let $N_+$ and $N_-$ be the numbers of positive and negative bonds, and let $r$ be the number of places where a positive bond is followed by a negative one. Around a ring there are equally many places of the reverse kind. Counting pairs by their first bond gives $N_+=n_{++}+r$ and $N_-=n_{--}+r$, so

$$n_{++}-n_{--}=N_+-N_-=N-2N_-. \tag{14}$$

Since $N_-$ is even, $2N_-$ is a multiple of 4, and the difference of the fault numbers equals $N$ modulo 4.

For $N$ a multiple of 4, the difference can be zero. The cheapest excitation of that kind has one fault of each type and costs $w_++w_-=-4J_2=4|J_2|$. Otherwise the difference is at least 4 in magnitude, and the cheapest choice is four cheap faults, with cost $4w$. Both can be built for $N=8,12,16,\dots$ by lengthening runs of equal bonds in the alternating sequence. The gap is

$$\Delta_{\rm ring}=4\min\left(|J_2|,\,2|J_2|-|J_1|\right). \tag{15}$$

This formula held in each of the 53 draws inside the region.

For other ring lengths $N\ge2$, (14) forces faults into the ground state. If $N$ leaves remainder 2 on division by 4, the difference is $\pm2$ at least, and the excess over $NJ_2$ is $2w$. If the remainder is 1, the difference can be $1$ or $-3$ and the excess is $\min(w_+,3w_-)$. If it is 3, the excess is $\min(w_-,3w_+)$. A periodic calculation with such a length therefore reports an energy that is too high for the infinite stack. A cell meant to represent UUDD must hold a multiple of four layers.

### Degeneracy at the threshold

Let $J_2=-|J_1|/2$ with $J_1\ne0$. By (13), $w=0$: one kind of fault is free, while the other costs $2|J_1|$. For $J_1>0$ the ground states are all stacks without $(-,-)$, which means that every block of parallel layers is at least two layers thick. For $J_1<0$ they are all stacks without $(+,+)$, so that no block is thicker than two layers.

Take $J_1>0$ and give each negative bond a factor $x$. The sum over rings of bonds without adjacent negative bonds is the trace of $T^N$, with

$$T=\begin{pmatrix}1&x\\1&0\end{pmatrix},\qquad \lambda^2-\lambda-x=0.$$

For $x=1$ the eigenvalues are $\varphi=(1+\sqrt5)/2$ and $-1/\varphi$, and the trace counts all such rings. For $x=-1$ the eigenvalues are $e^{\pm i\pi/3}$, and rings with an odd number of negative bonds are counted with a minus sign. Half the sum of the two traces keeps the even ones, as closure demands. Each ring of bonds gives two stacks, which cancels the half. For even $N$,

$$g_N=\varphi^N+\varphi^{-N}+2\cos\frac{\pi N}{3}. \tag{16}$$

For $J_1<0$ the roles of positive and negative bonds are exchanged. On an even ring both numbers are even together, so (16) holds again. Direct listing gives 324 ground states for 12 layers and 2206 for 16 layers, for either sign of $J_1$, in agreement with (16).

The number grows as $\varphi^N$, which is an entropy of $k_{\rm B}\ln\varphi$ per layer. It belongs to a whole rigid layer and not to each lateral cell. At the threshold the couplings therefore do not select a definite stacking, and close to it small terms omitted from (1) can change the selection.

## 2. Finite stacks, fields, temperature and a hafnia-like example

### Symbols and results carried over

Layers have $s_i=\pm1$ and bonds are $t_i=s_is_{i+1}$. The first- and second-neighbour couplings are $J_1$ and $J_2$, and a positive coupling favours parallel layers. Energies are per lateral cell. For $J_2<-|J_1|/2$ the ground state is UUDD, with energy $J_2$ per layer. Two equal neighbouring bonds form a fault, which costs $w_+=-J_1-2J_2$ for $(+,+)$ and $w_-=J_1-2J_2$ for $(-,-)$. The cheaper cost is $w=2|J_2|-|J_1|$. A section of $N$ layers has the energy (10). All of this half assumes $J_2<-|J_1|/2$.

### Stacks with free ends

A grain of finite width has no closure condition, but its end bonds matter. Let the couplings be the same up to the surface and simply absent beyond it. Equation (10) then applies as it stands. Its last term equals $-|J_1|$ if both end bonds have the sign of $J_1$, zero if they differ, and $+|J_1|$ if both have the opposite sign.

For even $N$ the number of bonds, $N-1$, is odd. An alternating sequence of odd length begins and ends with the same sign, so it can avoid all faults and also have both ends favourable:

$$E_{\min}=(N-2)J_2-|J_1|\qquad(N\text{ even}). \tag{17}$$

For $J_1\ne0$ this fixes all bonds and leaves two ground states, related by global reversal. For $J_1<0$ the outermost block at each end is a single layer.

For odd $N$ an alternating sequence has ends of opposite sign, and the end term is zero. Equal ends need an odd number of faults. The best choice has one cheap fault and both ends favourable. Measured from $(N-2)J_2$, it costs

$$w-|J_1|=2|J_2|-2|J_1|.$$

Equal ends of the unfavourable sign cost at least $w+|J_1|$. Opposite ends with faults need at least two of them and cost at least $2w$. Both are positive, so

$$E_{\min}=(N-2)J_2+\min\left(0,\,2|J_2|-2|J_1|\right)\qquad(N\text{ odd}). \tag{18}$$

An odd stack therefore contains one fault in its ground state when $|J_1|/2<|J_2|<|J_1|$, although the infinite stack with the same couplings contains none. Removing one of the two bonds of the fault leaves an alternating sequence of $N-2$ bonds, which starts and ends with the favourable sign and has $(N-1)/2$ bonds of that sign. Any of them may be the doubled one. With global reversal there are $N-1$ ground states, and within the model the fault has no preferred position.

Formulas (17) and (18) were tested against a listing of all free stacks with 4 to 13 layers, for $J_1=\pm20$ meV combined with $J_2=-16$ meV and $J_2=-30$ meV. They gave the minimum in every case.

For $J_2<-|J_1|/2$, UUDD is the ground state of the infinite stack, and the costs of its faults and the ground states of stacks with free ends are now known. What remains is the effect of an electric field, of couplings beyond the model and of temperature, followed by a worked example and a comparison with real hafnia films.
